# The Generalised Pseudospectral Method for Coulomb Levels on a Mapped Legendre Grid

## Scaling and the form of the result

A nonrelativistic electron in the field of a fixed point charge $Z$ has one length scale. In atomic units its radial function $u(r)=rR(r)$ obeys

$$-\tfrac12u_{rr}+V(r)u=Eu,\qquad V=\frac{l(l+1)}{2r^2}-\frac Zr,\qquad u(0)=0. \tag{1}$$

With $r=\rho/Z$, the kinetic and centrifugal terms gain $Z^2$, and so does $Z/r=Z^2/\rho$. Hence $E=Z^2\times$ a pure number. A numerical grid adds a length $L$. If all radii are $L$ times fixed numbers, the discrete kinetic and centrifugal terms scale as $L^{-2}$ and the Coulomb term as $Z/L$. A discrete level therefore has the form

$$E_N=L^{-2}G_N(ZL)=Z^2F_N(ZL). \tag{2}$$

The relative error depends on charge and grid length only through $ZL$, at fixed quantum numbers and number of points. A grid good for $Z=1$ serves charge $Z$ after division of $L$ by $Z$.

The number that $F_N$ must approach follows from a series. Put $E=-\kappa^2/2$ and $u=e^{-\kappa r}\sum_kc_kr^{k+l+1}$. Equal powers of $r$ in (1) give

$$(k+1)(k+2l+2)c_{k+1}=2[\kappa(k+l+1)-Z]c_k.$$

Without termination $c_{k+1}/c_k\to2\kappa/k$, so the sum grows like $e^{2\kappa r}$ and $u$ cannot be normalised. Termination requires $\kappa=Z/n$ with integer $n\ge l+1$, hence $E=-Z^2/(2n^2)$.

## A map that adds no potential

Take

$$r=L\frac{1+x}{1-x+\alpha},\quad -1\le x\le1,\qquad s\equiv\frac{dr}{dx}=\frac{L(2+\alpha)}{(1-x+\alpha)^2}. \tag{3}$$

For $\alpha>0$ the grid ends at $r_{\max}=2L/\alpha$; for $\alpha=0$ it covers the half-line. Primes denote $d/dx$. Write $u=\sqrt s\,\varphi$. Since $d/dr=s^{-1}d/dx$,

$$u_r=s^{-1/2}\varphi'+\tfrac12s^{-3/2}s'\varphi .$$

A second differentiation produces $-\frac12s^{-3/2}s'\varphi'$ and $+\frac12s^{-3/2}s'\varphi'$, which cancel. That cancellation is the reason for the factor $\sqrt s$. What remains is

$$u_{rr}=s^{-3/2}\left[\varphi''+\frac12\left(\frac{s''}{s}-\frac32\frac{s'^2}{s^2}\right)\varphi\right]. \tag{4}$$

With $g=1-x+\alpha$, $s\propto g^{-2}$ and $g'=-1$, so $s'/s=2/g$ and $s''/s=6/g^2$. The inner bracket is $6/g^2-\frac32\cdot4/g^2=0$. Multiplying (1) by $s^{3/2}$ then gives

$$-\tfrac12\varphi''+s^2V\varphi=Es^2\varphi,\qquad\varphi(\pm1)=0. \tag{5}$$

At $x=-1$ the slope $s$ is finite, so $u(0)=0$ implies $\varphi=0$. At $x=1$ the condition is a hard wall if $\alpha>0$. If $\alpha=0$, $\varphi=(1-x)u/\sqrt{2L}$ vanishes for a bound state. Another map would in general leave the bracket in (4) as an extra potential.

## Nodes and the differentiation matrix

Let $P_N$ be the Legendre polynomial and $q=(1-x^2)P_N'$. Legendre's equation, $q'=-N(N+1)P_N$, gives

$$q''=-N(N+1)P_N'. \tag{6}$$

The nodes are the zeros of $q$: the endpoints and the $N-1$ zeros $x_i$ of $P_N'$. At an interior node $q''=0$, so the quadratic error term of Newton's iteration $x\to x-q/q'$ vanishes and the local convergence is cubic. Also $P_N(x_i)\ne0$, because a solution of Legendre's second-order equation with value and slope both zero at an interior point would vanish identically.

Write $P_i=P_N(x_i)$, $q_i'=q'(x_i)$, and similarly for other derivatives. The polynomial of degree $N$ that is one at $x_j$ and zero at all other nodes is

$$g_j(x)=\frac{q(x)}{q_j'(x-x_j)}. \tag{7}$$

Differentiate $q=q_j'(x-x_j)g_j$:

$$q'=q_j'[(x-x_j)g_j'+g_j],\quad q''=q_j'[(x-x_j)g_j''+2g_j'],\quad q'''=q_j'[(x-x_j)g_j'''+3g_j''].$$

At $x_i\ne x_j$, $g_j=0$ and the first relation gives $g_j'(x_i)=q_i'/[q_j'(x_i-x_j)]$. The second, with $q_i''=0$, gives $g_j''(x_i)=-2g_j'(x_i)/(x_i-x_j)$. At $x_i=x_j$ the third gives $g_j''(x_j)=q_j'''/(3q_j')=P_N''(x_j)/(3P_j)$. Since $P_N'(x_j)=0$, Legendre's equation reduces to $(1-x_j^2)P_N''(x_j)=-N(N+1)P_j$. With $q_i'/q_j'=P_i/P_j$,

$$g_j''(x_i)=d_{ij}\frac{P_i}{P_j},\quad d_{ij}=-\frac{2}{(x_i-x_j)^2}\ (i\ne j),\quad d_{ii}=-\frac{N(N+1)}{3(1-x_i^2)}. \tag{8}$$

Insert $\varphi=\sum_j\varphi_jg_j$ in (5) and demand equality at the interior nodes:

$$-\tfrac12\sum_jd_{ij}\frac{P_i}{P_j}\varphi_j+s_i^2V_i\varphi_i=Es_i^2\varphi_i.$$

The substitution $\varphi_j=P_jA_j/s_j$ removes $P_j$ from the sum. Division by $s_iP_i$ then gives

$$\sum_jH_{ij}A_j=EA_i,\qquad H_{ij}=-\frac{d_{ij}}{2s_is_j}+V(r_i)\delta_{ij}. \tag{9}$$

This matrix is real and symmetric, as the self-adjointness of (1) suggests it should be. Symmetry was obtained by a change of unknowns, not by averaging a matrix with its transpose. A local mean-field potential changes only the diagonal.

## Quadrature, norm and the absence of an upper bound

Let $w_i=\int_{-1}^1g_i\,dx$. The quadrature on all $N+1$ nodes is exact through degree $2N-1$. To see this, write such a polynomial as $qh+p$, with $\deg h\le N-2$ and $\deg p\le N$. Interpolation integrates $p$ exactly, and $qh$ vanishes at every node. Its integral vanishes too: with $h=K'$ and $q(\pm1)=0$,

$$\int qK'dx=-\int q'K\,dx=N(N+1)\int P_NK\,dx=0,$$

because $\deg K\le N-1$.

To find the interior weights, apply the rule to $\psi P_N''$, where $\psi=q/(x-x_i)$. The product has degree $2N-2$, and only node $x_i$ contributes: $\psi$ vanishes at the others and equals $q_i'$ there. Two integrations by parts, with $\psi(\pm1)=0$ and $\int\psi''P_N\,dx=0$, give

$$w_iq_i'P_N''(x_i)=-[\psi'P_N]_{-1}^{1}=N(N+1)\left[\frac1{1-x_i}+\frac1{1+x_i}\right]=\frac{2N(N+1)}{1-x_i^2}.$$

Here $\psi'(\pm1)=q'(\pm1)/(\pm1-x_i)$ and $P_N(\pm1)^2=1$ were used. The left side equals $w_iN^2(N+1)^2P_i^2/(1-x_i^2)$, so

$$w_i=\frac{2}{N(N+1)P_i^2}. \tag{10}$$

The same rule integrates $g_ig_j''$ exactly, and therefore

$$\int g_i'g_j'\,dx=-\int g_ig_j''\,dx=-w_ig_j''(x_i)=-\frac{2d_{ij}}{N(N+1)P_iP_j}. \tag{11}$$

For real coefficients $c_i$, not all zero, the left side summed with $c_ic_j$ is $\int(\sum c_ig_i')^2dx>0$. The discrete kinetic energy is thus the positive Galerkin form for $\varphi$. The potential and the norm, however, are replaced by quadratures. The variational theorem for (1) does not apply, and a discrete level may lie below the true one.

The norm is $\int u^2dr=\int s^2\varphi^2dx\approx\sum_iw_is_i^2\varphi_i^2$. With $\sum A_i^2=1$ this fixes the nodal values of $u$. The same rule gives mean values of a smooth $F(r)$. It also requires that $sFu^2$ vanish at both endpoints, which the sum omits. For $F=1/r^2$ in an s state this fails, because $u^2/r^2$ stays finite at $r=0$. Thus

$$u(r_i)=A_iP_i\sqrt{\frac{N(N+1)}{2s_i}},\qquad\langle F(r)\rangle\approx\sum_iA_i^2F(r_i). \tag{12}$$

## Convergence on the half-line

For $\alpha=0$ the bound function contains $e^{-Zr/n}=e^{-y(1+x)/(1-x)}$ with

$$y=ZL/n. \tag{13}$$

The remaining factors are powers of $r$ and $1-x$. The exponential is smooth on the interval but has an essential singularity at $x=1$, so geometric convergence cannot be expected. Its Chebyshev coefficients $a_k$ show what replaces it. With $x=\cos\theta$, $(1+x)/(1-x)=\cot^2(\theta/2)$ and

$$a_k=\frac1\pi\int_{-\pi}^{\pi}e^{-y\cot^2(\theta/2)-ik\theta}d\theta.$$

For $k\gg y$ the important $\theta$ are small. There $\cot^2(\theta/2)=4/\theta^2-2/3+\theta^2/60+\dots$, and the first two terms give the exponent

$$h(\theta)=-\frac{4y}{\theta^2}+\frac{2y}{3}-ik\theta.$$

The path is moved into the lower half-plane, where $e^{-ik\theta}$ decays. It still passes through $\theta=0$ along directions in which $e^{-4y/\theta^2}$ vanishes, and its vertical sides at $\pm\pi$ cancel by periodicity. The condition $h'=8y/\theta^3-ik=0$ gives $\theta^3=-8iy/k$. The two saddles in the lower half-plane are $\theta_s=2(y/k)^{1/3}e^{-i\pi/6}$ and its mirror image in the imaginary axis, which contributes the complex conjugate.

At the saddle $ik\theta_s=8y/\theta_s^2$, so

$$h(\theta_s)=\frac{2y}{3}-\frac{12y}{\theta_s^2}=\frac{2y}3-Se^{i\pi/3},\qquad S=3y^{1/3}k^{2/3}.$$

Since $h''=-24y/\theta_s^4$, the Gaussian integral is $\theta_s^2\sqrt{\pi/(12y)}$. Adding the conjugate gives, to leading order,

$$a_k\simeq\frac2\pi e^{2y/3}\,4\left(\frac yk\right)^{2/3}\sqrt{\frac{\pi}{12y}}\;e^{-S/2}\cos\left(\frac{\sqrt3}{2}S+\frac\pi3\right). \tag{14}$$

The envelope falls as $\exp(-\frac32y^{1/3}k^{2/3})$: faster than any power, slower than a geometric law. To leading order at large $k$, each extra factor $r$ multiplies the saddle contribution by $4L/\theta_s^2\propto k^{2/3}$. It leaves the exponential rate unchanged, but can delay convergence for large $n$.

For $y=4$, $k=40$, direct quadrature gives $8.19\times10^{-13}$ and (14) gives $9.02\times10^{-13}$. Their difference is 5% of the envelope, $1.62\times10^{-12}$. Over $k=20$ to 40 the largest difference is 7.8% of the envelope. Two neglected corrections are of order $k^{-2/3}$. The next term of the cotangent series, $y|\theta_s|^2/60$, is 0.09 at $k=20$ and 0.06 at $k=40$, which is the size seen. The departure of the saddle from a Gaussian, $5|\theta_s|^2/(144y)$, is only about 0.01 at $y=4$, but it is the larger of the two for small $y$. Law (14) concerns the approximation of the wave function's exponential factor; no separate rate for the eigenvalue error has been derived.

## Choosing the length

A semiclassical estimate shows which $L$ resolves a given state with the fewest points. In the interior, neighbouring nodes differ in $\theta$ by about $\pi/N$. From $r=L\cot^2(\theta/2)$ the spacing is

$$\Delta r\approx\frac\pi N\sqrt{\frac rL}\,(L+r).$$

For $Z=1$, $l=0$ the local wave number is $k_r=\sqrt{2/r-1/n^2}$. The phase advance per point is

$$k_r\Delta r\approx\frac\pi N(L+r)\sqrt{\frac{2-r/n^2}{L}}.$$

For $L<4n^2$ its maximum lies at $r=(4n^2-L)/3$. Requiring less than $\pi$ there, that is, more than two points per wavelength, gives

$$N>\frac{2}{3\sqrt3}\,\frac{(2n^2+L)^{3/2}}{n\sqrt L}. \tag{15}$$

The right side is smallest when $3L=2n^2+L$, so $L=n^2$ bohr, where (15) becomes $N>2n$. By (2) the corresponding length for charge $Z$ is $n^2/Z$. This is a resolution threshold, not an accuracy estimate. At fixed $n$ the decay rate in (14) grows with $L$ as long as $y\ll k$, so the length of smallest error can be larger than $n^2/Z$. A grid shared by several shells must compromise.

## The rounding floor

Once discretisation has converged, arithmetic sets the limit. A backward-stable symmetric eigensolver returns the levels of $H+\delta H$, with $\|\delta H\|$ a modest multiple of $\epsilon\|H\|$; $\epsilon\approx2.2\times10^{-16}$ is the double-precision spacing at one. A symmetric perturbation moves no ordered eigenvalue by more than its norm. "Machine accuracy" therefore means here an absolute error of order $\epsilon\|H\|$ or less, not sixteen correct digits. Rounding made while forming $H$ comes on top and is not estimated here.

The innermost node controls $\|H\|$. Put $x=-\cos\eta$. For small $\eta$ Legendre's equation becomes Bessel's equation of order zero in $\sqrt{N(N+1)}\,\eta$, and the first zero of $J_0'$ gives $\eta_1\approx3.83/\sqrt{N(N+1)}$. For $\alpha=0$, $s_1\approx L/2$ and $1-x_1^2\approx\eta_1^2$, so the first kinetic diagonal element is

$$\frac{N(N+1)}{6(1-x_1^2)s_1^2}\approx0.045\,\frac{N^2(N+1)^2}{L^2}. \tag{16}$$

Adding points beyond convergence thus raises the estimate $\epsilon\|H\|$ roughly as $N^4$. For $l>0$ the term $l(l+1)/(2r_1^2)$, with $r_1\approx L\eta_1^2/4$, has the same scaling and can dominate.

## Hydrogen with 59 points

Take $Z=1$, $\alpha=0$, $N=60$ and $L=10$ Å, which is 18.9 bohr. The nodes run from 0.0100 Å to about 9965 Å, and 23 of them lie within 5 Å. Estimate (16) gives $0.045\times3660^2/18.9^2\approx1.7\times10^3$ hartree, or $4.6\times10^4$ eV. The computed norm for $l=0$ is $5.0\times10^4$ eV, hence $\epsilon\|H\|=1.1\times10^{-11}$ eV. For $l=3$ the centrifugal term raises the norm to $5.0\times10^5$ eV.

The exact 1s level of the model is $-27.2114/2=-13.6057$ eV ($-0.5$ hartree); for $n=4$ it is $-27.2114/32=-0.8504$ eV. All ten levels with $n\le4$ agree with $-1/(2n^2)$ hartree to $6.3\times10^{-13}$ eV or better. This largest error belongs to 1s and is $4.6\times10^{-14}$ of its energy. It is more than ten times smaller than $\epsilon\|H\|$, which is a scale for the rounding error and not a prediction of its value.

Solving the same matrix problem in 50-digit arithmetic removes rounding and leaves the discretisation error:

| $N$ | 1s error (eV) | 4s error (eV) |
|---:|---:|---:|
| 20 | $1.4\times10^{-11}$ | $1.4\times10^{-6}$ |
| 30 | $2.9\times10^{-20}$ | $-6.6\times10^{-10}$ |
| 40 | $2.0\times10^{-26}$ | $-4.9\times10^{-14}$ |
| 60 | $2.8\times10^{-38}$ | $-1.3\times10^{-20}$ |

For these two states 39 points already put the discretisation error below the $l=0$ floor quoted above. The negative 4s errors show that the method gives no upper bound. By (13), $y=18.9$ for 1s and 4.7 for 4s; the slower convergence of 4s agrees in direction with the smaller rate in (14) and the larger powers of $r$. Only the direction can be read from (14): for 1s the condition $k\gg y$ is not met at these $N$, and the neglected term $y|\theta_s|^2/60$ is still about 0.6 at $k=60$.

At $N=60$ the 2s wave function is also accurate to near rounding. The largest nodal error of the 2s function is $2.0\times10^{-14}$ Å$^{-1/2}$, and its mean radius is 3.17506 Å, the exact 6 bohr to within rounding.

Higher levels on this grid mark the limit of the claim. The error is about $2\times10^{-14}$ eV for 6s, far below $\epsilon\|H\|$ and so affected by rounding, but $-4.0\times10^{-10}$ eV for 8s, $-4.7\times10^{-7}$ eV for 10s and $3.3\times10^{-5}$ eV for 12s. The last is $3.5\times10^{-4}$ of the level energy. Condition (15) asks for $N\ge40$ at $n=12$, so the state is sampled above the two-point threshold and yet is far from converged. By (15), more points or a length closer to $n^2=144$ bohr would sample this state more finely; not every eigenvalue of the matrix is an accurate atomic level.

## A finite sphere

For $\alpha>0$ the singularity moves to $x=1+\alpha$, outside the interval. The regular solution of (1) is $r^{l+1}$ times a convergent power series for all finite $r$, so $\varphi$ has no other singularity. Polynomial approximation is then geometric. Its rate is set by the largest ellipse with foci $\pm1$ free of the singularity: the error falls faster than $\varrho_0^{-N}$ for every $\varrho_0<\varrho$, apart from a constant, where

$$\varrho=1+\alpha+\sqrt{\alpha^2+2\alpha}.$$

For small $\alpha$, $\varrho\approx1+\sqrt{2\alpha}$, and the geometric regime sets in late. Convergence is towards the levels of an atom inside a hard wall, which lie above those of the free atom because the wall restricts the admissible functions.

One confined level is known in closed form. The free 2s function is proportional to $r(1-r/2)e^{-r/2}$ and vanishes at $r=2$ bohr. With the wall there it has no interior node, so it is the lowest confined s state, with $E=-1/8$ hartree. For $r_{\max}=1.0584$ Å, $L=0.5292$ Å and $\alpha=2L/r_{\max}=1$, the rate for the approximation of $\varphi$ is $\varrho=2+\sqrt3\approx3.7$; no rate for the level is derived here. With $N=20$, or 19 points, the computed level is $-3.4014$ eV ($-0.125$ hartree), with an error of $-7.2\times10^{-13}$ eV. With $s_1\approx L/3$ the argument leading to (16) gives $\epsilon\|H\|\approx10^{-10}$ eV, so this error lies below the rounding scale and does not measure the rate.

## Contrast with a uniform grid

For three-point differences with step $h$, the 1s problem on an unbounded uniform grid can be solved by $u_j=jh\,t^j$, $0<t<1$. Substitution gives

$$-\frac{(j+1)t+(j-1)t^{-1}-2j}{2h^2}-\frac1h=Ej.$$

The part independent of $j$ requires $t^{-1}-t=2h$, so $t=\sqrt{1+h^2}-h$ and $t+t^{-1}=2\sqrt{1+h^2}$. The part linear in $j$ gives

$$E=\frac{1-\sqrt{1+h^2}}{h^2}=-\frac12+\frac{h^2}{8}+O(h^4). \tag{17}$$

With 59 points up to 10 Å, $h=18.9/60=0.315$ bohr. Equation (17) then predicts an error of 0.0118 hartree, or 0.32 eV, and the computed error is 0.322 eV. With 599 points it is still $3.4\times10^{-3}$ eV: a step ten times smaller gains a factor of about one hundred.

The advantage of the mapped polynomial grid rests on smoothness. If $r$ times the potential without its centrifugal term is analytic at the origin, $u$ keeps the form $r^{l+1}$ times a power series there. A potential that jumps at a finite radius, in its value or in a derivative, leaves a function of limited differentiability. An example is the potential of a uniformly charged sphere, whose second derivative jumps at the surface. A single polynomial across that radius then converges only algebraically; separate intervals joined at the jump avoid this loss. The numerical output below lists the individual levels and errors.

## Calculated quantities

```
Coefficient law, y = 4: k = 40 computed 8.189e-13, law 9.023e-13, envelope 1.623e-12
Largest deviation / envelope for k = 20..40: 0.078
Hartree = 27.211386246 eV, bohr = 0.5291772105 angstrom
Map length L = 10.0 angstrom, alpha = 0, N = 60, points = 59
Innermost, outermost node: 0.01004, 9964.7 angstrom
Nodes inside 5 angstrom: 23
l = 0: norm of H = 5.023e+04 eV, eps*norm = 1.1e-11 eV
  n = 1, l = 0: E = -13.60569312299 eV, error = -6.3e-13 eV
  n = 2, l = 0: E = -3.40142328075 eV, error = -4.8e-14 eV
  n = 3, l = 0: E = -1.51174368033 eV, error = -8.3e-15 eV
  n = 4, l = 0: E = -0.85035582019 eV, error = -6.0e-15 eV
l = 1: norm of H = 1.223e+05 eV, eps*norm = 2.7e-11 eV
  n = 2, l = 1: E = -3.40142328075 eV, error = 8.2e-14 eV
  n = 3, l = 1: E = -1.51174368033 eV, error = 2.2e-14 eV
  n = 4, l = 1: E = -0.85035582019 eV, error = 7.6e-15 eV
l = 2: norm of H = 2.726e+05 eV, eps*norm = 6.1e-11 eV
  n = 3, l = 2: E = -1.51174368033 eV, error = -1.2e-14 eV
  n = 4, l = 2: E = -0.85035582019 eV, error = -2.3e-15 eV
l = 3: norm of H = 4.992e+05 eV, eps*norm = 1.1e-10 eV
  n = 4, l = 3: E = -0.85035582019 eV, error = -1.1e-15 eV
Largest error of the ten levels: 6.3e-13 eV
1s level: -0.5000000000000 hartree
Discretisation error in 50-digit arithmetic (eV):
  N = 20: 1s 1.37e-11, 4s 1.37e-06
  N = 30: 1s 2.85e-20, 4s -6.56e-10
  N = 40: 1s 2.04e-26, 4s -4.88e-14
  N = 60: 1s 2.75e-38, 4s -1.30e-20
Same grid, 6s: exact -0.377936 eV, error 1.6e-14 eV
Same grid, 8s: exact -0.212589 eV, error -4.0e-10 eV
Same grid, 10s: exact -0.136057 eV, error -4.7e-07 eV
Same grid, 12s: exact -0.094484 eV, error 3.3e-05 eV
2s function: largest nodal error 2.0e-14 angstrom^(-1/2)
2s mean radius: 3.175063263 angstrom, error 2.8e-15 angstrom
Box r_max = 1.058354 angstrom, L = 0.529177 angstrom, alpha = 1.0, N = 20
  lowest s level -3.4014232807 eV, error -7.2e-13 eV
Uniform grid to 10 angstrom, 59 points: 1s error 3.216e-01 eV
Uniform grid to 10 angstrom, 599 points: 1s error 3.372e-03 eV
```
